# Conserving electron number and excitation energy in a two-term Boltzmann grid

## Where to put the scattered electron

A calculation of excitation rates in a processing discharge must decide what happens to an electron at 14.15 eV that spends 11.50 eV on exciting an atom. Its residual energy is 2.65 eV, and in general no grid node lies there. If the electron goes to the nearest node, the gas receives a different energy from the one the power balance reports. If the grid is instead forced to fit the threshold, a second threshold will generally not fit. The rule derived here removes the need for this choice. The electron is divided between the two nodes that bracket its residual energy, with linear weights. Number and excitation energy are then conserved on any grid whose lowest node is at zero energy.

Conservation is not accuracy, however: the spread in energy is not conserved, and the field, recoil and threshold still carry grid errors.

## The equation to be discretised

The algebra uses atomic units, so the electron mass and charge magnitude are 1 and $\varepsilon=v^2/2$. The gas has density $N$, atomic mass $M_g$ and temperature $T$ in energy units. A uniform, steady field $E$ points along $z$, so the force on an electron is $-E$. Scattering is isotropic, atoms are in their ground state, and no electrons are produced. The two-term approximation is

$$f=F(\varepsilon)+f_1(\varepsilon)\cos\theta,\qquad \int_0^\infty\sqrt{\varepsilon}\,F\,d\varepsilon=1 .$$

The field term in the Boltzmann equation is $-E\,\partial f/\partial v_z$, where

$$\frac{\partial}{\partial v_z}=\cos\theta\,\frac{\partial}{\partial v}+\frac{\sin^2\theta}{v}\frac{\partial}{\partial\cos\theta}.$$

Multiply the equation by $3\cos\theta$ and average over angles. The field acting on $F$ leaves $-E\,dF/dv$; the terms in $f_1$ are odd in $\cos\theta$ and vanish. Collisions destroy $f_1$ at the rate $N\sigma_t v$, where $\sigma_t$ is the total momentum-transfer cross section. Since $dF/dv=vF'$, the steady balance $-EvF'=-N\sigma_t v f_1$ gives

$$f_1=\frac{E}{N\sigma_t}F'.$$

The prime means $d/d\varepsilon$. With $F'<0$, $f_1$ is negative and the drift is against the field, as it should be.

Now average the equation itself. With $\langle\cos^2\theta\rangle=1/3$ and $\langle\sin^2\theta\rangle=2/3$,

$$\frac{\partial F}{\partial t}=\frac{E}{3}\left(\frac{df_1}{dv}+\frac{2f_1}{v}\right)+\dots=\frac{E}{3v^2}\frac{d(v^2f_1)}{dv}+\dots$$

Insert $v^2=2\varepsilon$ and $d/dv=v\,d/d\varepsilon$, then multiply by $\sqrt\varepsilon$. The prefactor becomes $\sqrt\varepsilon\,Ev/(3\varepsilon)=\sqrt2E/3$, so

$$\frac{\partial(\sqrt\varepsilon F)}{\partial t}=\frac{\sqrt2E}{3}\frac{d(\varepsilon f_1)}{d\varepsilon}+\dots=-\frac{\partial J_E}{\partial\varepsilon}+\dots,$$

$$J_E=-\sqrt2N\,A\,F',\qquad A=\left(\frac EN\right)^2\frac{\varepsilon}{3\sigma_t}.$$

Elastic recoil removes, to leading order in $m/M_g$, an average energy $2(m/M_g)\varepsilon$ per collision with a cold atom. Collisions occur at the rate $N\sigma_m\sqrt{2\varepsilon}$, with $\sigma_m$ the elastic momentum-transfer cross section, and the density in energy is $\sqrt\varepsilon F$. The product is a downward flux $\sqrt2N\,B\,F$, with

$$B=\frac{2m}{M_g}\sigma_m\varepsilon^2 .$$

Thermal motion adds a diffusive flux proportional to $F'$. The sum must vanish for the Maxwellian $F\propto e^{-\varepsilon/T}$, which fixes the combination $F+TF'$. The full flux is therefore

$$J=-\sqrt2N\,(D F'+BF),\qquad D=A+BT .$$

Excitation with cross section $\sigma_x$ and threshold $u$ removes electrons at energy $\varepsilon$ and returns them at $\varepsilon-u$. From here on all rates and fluxes are divided by $\sqrt2N$.

## Cells, fluxes and positive rates

Let $0=\varepsilon_0<\varepsilon_1<\dots<\varepsilon_M$ be the nodes. Cell edges lie midway between nodes, and the populations are

$$n_i=g_iF_i,\qquad g_i=\int_{\text{cell }i}\sqrt\varepsilon\,d\varepsilon .$$

Every electron in cell $i$ is assigned the energy $\varepsilon_i$. The conservation laws below refer to this discrete energy $\sum_i n_i\varepsilon_i$.

Between neighbouring nodes a distance $h$ apart, take $D$, $B$ and $J$ as constant. Multiplying $F'+(B/D)F=-J/D$ by the integrating factor and integrating across the interval gives

$$e^zF_{i+1}-F_i=-\frac{J}{B}(e^z-1),\qquad z=\frac{hB}{D}.$$

Solve for $J$ and write $\beta(z)=z/(e^z-1)$, for which $\beta(-z)=ze^z/(e^z-1)$:

$$J_{i+1/2}=\frac Dh\left[\beta(z)F_i-\beta(-z)F_{i+1}\right].$$

Both coefficients are positive, so this is an upward rate from node $i$ and a downward rate from node $i+1$. At zero field $D=BT$ and $z=h/T$. The flux then vanishes when $F_{i+1}=e^{-h/T}F_i$, so the nodal values of the Maxwellian are an exact discrete solution. This limit was tested at $T=0.5$ eV with 100 intervals up to 10 eV, without excitation; the relative deviation was below $10^{-9}$.

The flux is set to zero at both ends. At zero energy this is the physical condition. At the top it is a truncation, which requires a negligible population there.

## The transfer rule

Excitation empties node $i$ at the rate $\nu_in_i$, with $\nu_i=\sqrt{\varepsilon_i}\,\sigma_x(\varepsilon_i)$ and $\nu_i=0$ for $\varepsilon_i\le u$. The residual energy $\varepsilon'=\varepsilon_i-u$ lies between two nodes $\varepsilon_j$ and $\varepsilon_{j+1}$. Conservation of number and of energy requires

$$w_j+w_{j+1}=1,\qquad w_j\varepsilon_j+w_{j+1}\varepsilon_{j+1}=\varepsilon'.$$

Substituting $w_j=1-w_{j+1}$ into the second condition gives the one solution

$$w_{j+1}=\frac{\varepsilon'-\varepsilon_j}{\varepsilon_{j+1}-\varepsilon_j},\qquad w_j=\frac{\varepsilon_{j+1}-\varepsilon'}{\varepsilon_{j+1}-\varepsilon_j}.$$

Both weights lie between 0 and 1. Uniform spacing was not used, nor any relation between $u$ and the grid. Several excitation processes can share the grid, each with its own weights.

The node at zero matters. If the lowest node were at $\varepsilon_0>0$, an electron with $\varepsilon'<\varepsilon_0$ could not be placed: any average of node energies with non-negative weights is at least $\varepsilon_0$. One would have to give up one of the two conservation laws or accept a negative rate.

### What is not conserved

The mean energy is right, but the two fragments have a spread. Using the conditions above,

$$w_j\varepsilon_j^2+w_{j+1}\varepsilon_{j+1}^2-\varepsilon'^2=(\varepsilon_{j+1}-\varepsilon')(\varepsilon'-\varepsilon_j)\le\frac{h^2}{4}.$$

No other non-negative weights $p_k$ that obey both laws do better. Since no node lies strictly between $\varepsilon_j$ and $\varepsilon_{j+1}$, every node satisfies $(\varepsilon_k-\varepsilon_j)(\varepsilon_k-\varepsilon_{j+1})\ge0$. Averaging this with the weights $p_k$ gives

$$\sum_kp_k\varepsilon_k^2-(\varepsilon_j+\varepsilon_{j+1})\varepsilon'+\varepsilon_j\varepsilon_{j+1}\ge0 .$$

Subtracting $\varepsilon'^2$ from the sum and rearranging reproduces the variance above as a lower bound.

The effect on a smooth quantity $\phi(\varepsilon)$ is the error of linear interpolation:

$$\left|w_j\phi(\varepsilon_j)+w_{j+1}\phi(\varepsilon_{j+1})-\phi(\varepsilon')\right|\le\frac{h^2}{8}\max|\phi''| .$$

Nearest-node placement moves the electron by up to $h/2$, and its error contains $\phi'$ times that displacement. It is first order in $h$, and the energy itself, $\phi=\varepsilon$, is already wrong.

## The discrete power ledger

Multiply the rate equation for each node by $\varepsilon_i$ and add. With zero flux at the ends, the flux terms can be regrouped by faces:

$$\sum_i\varepsilon_i\left(J_{i-1/2}-J_{i+1/2}\right)=\sum_i(\varepsilon_{i+1}-\varepsilon_i)J_{i+1/2}.$$

Each excitation removes $u$. In the steady state, therefore,

$$\sum_i h_{i+1/2}J_{i+1/2}=u\sum_i\nu_in_i .$$

The field's part of the left side is $P_E=\sum A_{i+1/2}(F_i-F_{i+1})$. The remainder is minus the recoil loss $P_r$, so that

$$P_E=P_r+u\sum_i\nu_in_i .$$

To see that $P_E$ is Joule heating, calculate the drift speed from $f_1$. The angular average of $v\cos\theta\,f$ is $vf_1/3$, hence $|w|=-(\sqrt2/3)\int\varepsilon f_1\,d\varepsilon$. Inserting $f_1$ gives $E|w|=\sqrt2N\int A(-F')\,d\varepsilon$, of which $P_E$ is the discrete form.

## Solving without subtraction

Let $q_{ik}\ge0$ be the total rate from node $i$ to node $k$. The highest remaining node $k$ satisfies

$$n_ks_k=\sum_{i<k}n_iq_{ik},\qquad s_k=\sum_{l<k}q_{kl}.$$

Eliminating $n_k$ from the other equations replaces $q_{ij}$ by $q_{ij}+q_{ik}q_{kj}/s_k$. Every node has a positive downward flux rate, so $s_k>0$. Repeating this down to node 0 and then recovering the populations upwards uses sums, products and quotients of non-negative numbers. The result is positive even in a tail many orders of magnitude below the bulk.

## Error at the threshold

The excitation rate is a sum over nodes of a function with a kink. Near threshold, let the integrand $\varepsilon\sigma_xF$ rise with slope $s$, and let $u=\varepsilon_j+\vartheta h$ on a locally uniform grid. In the interval containing $u$, the trapezoidal value is $s(1-\vartheta)h^2/2$ and the true integral is $s(1-\vartheta)^2h^2/2$. Their difference is $sh^2\vartheta(1-\vartheta)/2$. Above that interval, the leading trapezoidal end correction contributes $-sh^2/12$. Together,

$$\delta=sh^2\left[\frac{\vartheta(1-\vartheta)}2-\frac1{12}\right].$$

This is the error of the sum for a given $F$. In the full solution $F$ changes as well, so $\delta$ is not the whole error of the computed rate. It is second order, but its sign depends on where the threshold falls between nodes. Refinement need not reduce the error by a steady factor of four. If $\sigma_x$ jumped at threshold instead of rising from zero, the error would in general be first order.

## A deposition discharge

Take an argon-like gas of atomic mass 40 at 5 Torr and 300 K, in a dc field of 30 V/cm. With energies in eV and cross sections in Å$^2$, the model uses

$$\sigma_m=0.3+\frac{3\varepsilon}{1+(\varepsilon/10)^2},\qquad \sigma_x=\frac{0.1(\varepsilon-11.5)}{1+[(\varepsilon-11.5)/12]^2},$$

the second for $\varepsilon>11.5$, and $\sigma_t=\sigma_m+\sigma_x$. These are rough forms with one lumped excitation. The elastic cross section is small at low energy but rises steadily from zero energy, so it does not reproduce the Ramsauer minimum of argon, which lies at a nonzero energy. The gas density is $1.609\times10^{17}$ cm$^{-3}$, so

$$\frac EN=\frac{30}{1.609\times10^{17}}\ \text{V cm}^2=1.864\ \text{eV Å}^2\ \text{per unit charge},$$

or 18.6 Td. The nodes are $\varepsilon=25(0.3s+0.7s^2)$ eV with $s$ uniform from 0 to 1.

On the grid of 100 intervals, one source node is at 14.14675 eV. Its residual energy, 2.64675 eV, lies between nodes at 2.49700 and 2.65075 eV. The upper weight is

$$w_{j+1}=\frac{2.64675-2.49700}{2.65075-2.49700}=0.974,$$

and the lower weight is 0.026. The mean delivered energy is again 2.64675 eV. The added variance is $0.00400\times0.14975=5.99\times10^{-4}$ eV$^2$.

### Comparison with a solution without cells

For a reference, let $G(\varepsilon)=\int_\varepsilon^\infty x\sigma_x(x)F(x)\,dx$. Excitations carry electrons down through $\varepsilon$ if they start between $\varepsilon$ and $\varepsilon+u$. The steady upward flux must replace them:

$$-(DF'+BF)=G(\varepsilon)-G(\varepsilon+u).$$

This equation, with $G'=-\varepsilon\sigma_xF$, was integrated downwards from 25 eV in steps of 0.005 eV. It involves neither cells nor transfer weights. It shares the upper boundary condition, so it does not test the truncation at 25 eV.

| intervals | population error | $k_x$ ($10^{-11}$ cm$^3$/s) |
|---|---|---|
| 100 | $2.6\times10^{-4}$ | 2.3207 |
| 200 | $1.3\times10^{-4}$ | 2.3193 |
| 400 | $1.4\times10^{-5}$ | 2.3199 |
| reference | – | 2.3198 |

The population error is $\sum g_i|F_i-F_{\rm ref}|$, relative to a total population of 1. It falls by roughly a factor of 20 overall, against 16 for regular second-order convergence, but unevenly: by about 2 and then by about 10. The last entry is not precise, because Simpson's rule on $\sqrt\varepsilon F$ leaves a normalisation error of about $0.08\,(0.005)^{3/2}F(0)\approx3\times10^{-6}$ in the reference itself. Nor is the decrease monotonic: with 141 intervals the error is $7\times10^{-4}$, larger than with 100. The error in $k_x$ changes sign twice. The changing position of the threshold between nodes is a likely cause, given the formula for $\delta$, but this was not isolated.

### Reading the result

The mean energy is 5.08 eV. $F$ falls from 0.0896 eV$^{-3/2}$ at zero energy to $1.92\times10^{-5}$ at 15 eV. Without excitation the steady flux would vanish, so $-F'/F=B/D<6(m/M_g)\sigma_m^2\varepsilon/(E/N)^2$. With $\sigma_m\le15.3$ Å$^2$, $F$ would then fall by less than a factor of 2 over this range. Excitation therefore strongly depletes the tail. The drift speed is $1.58\times10^6$ cm/s, a mobility of $5.27\times10^4$ cm$^2$/(V s). The excitation coefficient is $2.32\times10^{-11}$ cm$^3$/s, or $3.79\times10^{-3}$ atomic units. Multiplied by the gas density, it gives $3.73\times10^6$ excitations per second per electron.

The ledger per electron, in units of $10^7$ eV/s, is

$$\underbrace{4.747}_{\text{field}}=\underbrace{0.454}_{\text{recoil}}+\underbrace{4.294}_{\text{excitation}},$$

up to rounding of the last digit. Excitation takes 90.4 % of the power. The unrounded ledger closes to about $10^{-15}$ of the field power.

### Other placement rules

On a uniform grid of 0.70 eV spacing, with the discharge unchanged, nearest-node placement moves each electron down by 16 spacings. It removes 11.2 eV while the balance reports 11.5 eV. If 90.4 % of the power is actually removed by excitation, the expected defect is $-0.904\times0.3/11.2=-2.4\,\%$ of the field power. The computed defect is $-2.42\,\%$; with linear weights it is at rounding level. This is close to the worst case for this spacing: on a uniform grid every event is displaced the same way, and $11.5/0.7=16.43$ lies nearly halfway between integers. On the stretched grids the displacements take both signs and largely cancel, and the nearest-node defect is only $-0.08\,\%$ with 100 intervals.

The excitation coefficient hardly shows this fault. Relative to the reference it is 1.0051 with nearest-node placement and 1.0019 with linear weights. A good rate coefficient therefore does not certify the power balance.

Another rule shifts the whole source cell down by $u$ and divides it by overlap. On a uniform grid, away from the ends, this gives the linear weights. On the stretched 100-interval grid the shifted cell and the cells that receive it differ in width, and the rule delivers $5.5\times10^{-4}$ eV too much per event, averaged over source cells wholly above threshold. A third rule evaluates the incoming source at each node by interpolating $\ln F$ at $\varepsilon_i+u$. Applied to the conservative solution on the same grid, it returns 0.91 % too few electrons.

## Limits of the physical model

The two-term reduction was tested against a Monte Carlo simulation of electron flights at 100 Td, with the same cross sections and a cold gas. The two-term and simulated mean energies are 6.68 and 6.69 eV. The drift speeds are 6.77 and $6.76\times10^6$ cm/s, and the excitation coefficients 5.85 and $5.87\times10^{-10}$ cm$^3$/s. The differences are below 0.3 %, but the sampling error of a simulation of this size is about 0.2 % for the mean energy, 0.4 % for the drift speed and 0.8 % for the excitation coefficient, so the comparison supports the reduction only to about 1 %. Both calculations assume isotropic scattering, so this says nothing about anisotropic scattering. In the 18.6 Td example, $|f_1|/F$ is 0.03 at 5 eV and 0.28 at 15 eV.

Pressures of a few Torr occur in plasma-assisted deposition, but 30 V/cm is high for a quiet positive column in pure argon, and a gas at 300 K is cooler than in many heated reactors. Raising the gas to 400 K at fixed pressure and field multiplies $k_x$ by 1.80. The density falls to three quarters, so the excitation frequency is multiplied by $1.80\times0.75=1.35$. This is the largest change found among the effects recalculated here. A deposition plasma also contains a molecular precursor, whose vibrational and dissociation losses begin below 11.5 eV; an admixture of the order of a per cent can lower $k_x$ by a larger factor, and the model contains none. Many reactors are driven at 13.56 MHz, where $\omega=8.5\times10^7$ s$^{-1}$ exceeds the energy turnover rate $4.747\times10^7/5.08=9.3\times10^6$ s$^{-1}$, so $F$ cannot follow the instantaneous field. Real electrode gaps also break the assumption of a uniform field. An electron needs 0.38 cm along the field to gain 11.5 eV, 13 % of a 3 cm gap. This is not the distance over which the distribution forgets an electrode. When most energy is lost in nearly equal steps, electrons that start together keep gaining and losing energy together, and the disturbance can persist over many such lengths. The local solution is therefore doubtful throughout a gap of this size, not only near the sheaths; the resulting change in $k_x$ was not calculated.

Three other omissions were estimated under the stated conditions:

- **Ionisation**, with a rough cross section and threshold 15.8 eV, occurs $2.8\times10^{-4}$ times per excitation. Including its energy loss, but not the new electrons, lowers $k_x$ by 0.03 %.
- **Superelastic collisions** occur $6\times10^{-4}$ times per excitation if a fraction $10^{-5}$ of the atoms is excited and the statistical-weight ratio is 12. At fixed $F$, the number of superelastic collisions per excitation is proportional to that fraction. This count does not measure their effect on the tail: an electron that starts above 4.3 eV is lifted past the ionisation threshold, where few others are found. Excited atoms are also ionised directly, with a threshold of 4.3 eV, below the mean energy. With the classical Thomson cross section, which peaks near 9 Å$^2$, the same fraction gives about $3\times10^{-2}$ such events per excitation, some 100 times the ground-state figure. The ionisation figure above therefore holds only when excited atoms are neglected.
- **Electron–electron collisions** at $10^{10}$ cm$^{-3}$ have an estimated rate of $4.6\times10^4$ s$^{-1}$ at the mean energy, 6 % of the recoil energy-loss rate there. This does not bound their effect on the depleted tail, which would need its own calculation.

The complete values are in the numerical output that follows, where the number of grid intervals is labelled "cells".

## Computed results

```
pressure 5.0 Torr, gas 300.0 K = 0.02585 eV, gap 3.0 cm
field 30.0 V/cm, gas density 1.6094e+17 cm^-3
reduced field 1.8640 eV A^2 = 18.64 Td
thresholds: excitation 11.5 eV, ionisation 15.8 eV
mass ratio electron/atom 1.3714e-05
at 0.1 eV: sigma_m 0.600, sigma_ex 0.000 A^2
at 1.0 eV: sigma_m 3.270, sigma_ex 0.000 A^2
at 10.0 eV: sigma_m 15.300, sigma_ex 0.000 A^2
at 15.0 eV: sigma_m 14.146, sigma_ex 0.323 A^2
100 cells: L1 error 2.64e-04, mean 5.08270 eV, k_ex 2.32066e-11 cm^3/s
200 cells: L1 error 1.30e-04, mean 5.08467 eV, k_ex 2.31933e-11 cm^3/s
400 cells: L1 error 1.42e-05, mean 5.08429 eV, k_ex 2.31986e-11 cm^3/s
reference: mean 5.08437 eV, k_ex 2.31984e-11 cm^3/s
transfer: source 14.14675 eV, residual 2.64675 eV
  nodes 2.49700, 2.65075 eV; weights 0.02602, 0.97398
  delivered energy 2.64675 eV, added variance 5.990e-04 eV^2
F(0.0 eV) = 8.9629e-02 eV^-3/2, reference 8.9626e-02
F(5.0 eV) = 5.2082e-02 eV^-3/2, reference 5.2082e-02
F(10.0 eV) = 1.3512e-02 eV^-3/2, reference 1.3513e-02
F(12.0 eV) = 3.3076e-03 eV^-3/2, reference 3.3097e-03
F(15.0 eV) = 1.9192e-05 eV^-3/2, reference 1.9167e-05
drift velocity 1.5825e+06 cm/s, mobility 52748.8 cm^2/(V s)
k_ex in atomic units 3.7868e-03
excitation frequency per electron 3.7336e+06 s^-1
field power per electron 4.74739e+07 eV/s
  recoil 4.53733e+06 eV/s, excitation 4.29366e+07 eV/s
  excitation share 90.44 %, ledger defect -1.4e-15
uniform 0.70 eV cells, ledger defect: linear 2.8e-16, nearest -2.42 %
  k_ex / reference: linear 1.0019, nearest 1.0051
overlap rule, stretched 100 cells: energy error 5.48e-04 eV/event
interpolated source, same grid: number error -0.908 % of events
at 100 Td mean energy: two-term 6.676, Monte Carlo 6.686 eV
  drift: 6.773e+06, 6.761e+06 cm/s
  k_ex: 5.851e-10, 5.865e-10 cm^3/s
ionisation/excitation events 2.82e-04, k_ex change -0.032 %
gas at 400.0 K, same pressure and field: k_ex x 1.804, mean 5.221 eV
excited fraction 1e-05, weight ratio 12: superelastic/excitation 6.16e-04
n_e 1e+10 cm^-3, Coulomb log 13.8: e-e 4.64e+04 s^-1, recoil 7.33e+05 s^-1
|f1|/F at 5, 10, 15 eV: 0.027, 0.053, 0.275
path along field to gain threshold 0.383 cm, over gap 0.128
```
